\section*{Normal modes and gyration radius of the free ring polymer}

\section{The problem}

In path-integral simulations a quantum particle is replaced by a ring of classical beads joined by springs. The size of the ring shows how far the particle's imaginary-time path spreads at a given temperature. For a free particle everything can be worked out by hand.

Take one particle of mass $m$ in one dimension, without a potential, at temperature $T$, and write $\beta=1/(k_BT)$. Its ring has $P\ge 2$ beads at $x_0,\dots,x_{P-1}$, with indices read modulo $P$, so that $x_P=x_0$. Each bead has mass $m$, and the spring energy is
\begin{equation}
U=\frac{m\omega_P^2}{2}\sum_{j=0}^{P-1}(x_{j+1}-x_j)^2,\qquad \omega_P=\frac{P}{\beta\hbar}.
\label{eq:U}
\end{equation}
The beads are sampled with the weight $e^{-\beta_P U}$, where $\beta_P=\beta/P$. The classical ring is thus held at temperature $PT$, while the quantum particle it represents has temperature $T$.

\begin{enumerate}
\item[(a)] Show that this weight follows from the quantum partition function of the free particle.
\item[(b)] Find the normal-mode frequencies of the ring.
\item[(c)] Let $\bar x=\frac1P\sum_j x_j$ be the centroid and $R^2=\frac1P\sum_j(x_j-\bar x)^2$ the squared gyration radius. Find $\langle R^2\rangle$ in closed form.
\item[(d)] Evaluate the results for a free proton at $300$~K with $P=8$. How many beads bring $\langle R^2\rangle$ to within $0.5\,\%$ of its limit for $P\to\infty$?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Write $e^{-\beta H}$ as a product of $P$ equal factors and insert complete sets of position states. Each matrix element is a Gaussian integral over momentum.
\item[(b)] The ring looks the same from every bead, so try displacements that change by a constant phase factor from one bead to the next.
\item[(c)] Express both $U$ and $R^2$ in normal-mode amplitudes. A sum of inverse squared sines remains. To evaluate it, set $z_k=e^{2\pi ik/P}$ and find a polynomial whose roots are $w_k=1/(1-z_k)$.
\item[(d)] Compute $\beta\hbar^2/m$ first; it sets the scale of every squared length.
\end{enumerate}

\section{Solution}

\subsection*{(a) Where the springs come from}

With $H=p^2/2m$, the identity $e^{-\beta H}=(e^{-\tau H})^P$ with $\tau=\beta/P$ holds exactly. Inserting complete sets of position states into the trace gives
\begin{equation}
Z=\int dx_0\cdots dx_{P-1}\prod_{j=0}^{P-1}\rho(x_j,x_{j+1};\tau),\qquad
\rho(x,x';\tau)=\langle x|e^{-\tau p^2/2m}|x'\rangle .
\end{equation}
The trace makes the last position equal to the first, which closes the ring. Let $d=x-x'$. In the momentum basis,
\begin{align}
\rho(x,x';\tau)&=\int_{-\infty}^{\infty}\frac{dp}{2\pi\hbar}\,e^{-\tau p^2/2m+ipd/\hbar}\notag\\
&=e^{-md^2/(2\hbar^2\tau)}\int_{-\infty}^{\infty}\frac{dp}{2\pi\hbar}\,
\exp\!\left[-\frac{\tau}{2m}\Big(p-\frac{imd}{\hbar\tau}\Big)^2\right]\notag\\
&=\sqrt{\frac{m}{2\pi\hbar^2\tau}}\;e^{-md^2/(2\hbar^2\tau)} .
\label{eq:rho}
\end{align}
The second line completes the square. In the third, the integration path is shifted by a constant imaginary amount, which is allowed because the integrand is analytic and vanishes at large $|\mathrm{Re}\,p|$; the remaining Gaussian integral is $\sqrt{2\pi m/\tau}$.

With $\tau=\beta/P$, the product of the exponentials is $\exp[-\frac{mP}{2\beta\hbar^2}\sum_j(x_{j+1}-x_j)^2]$. The prefactor in $\beta_PU$ is
\begin{equation}
\frac{\beta}{P}\cdot\frac m2\cdot\frac{P^2}{\beta^2\hbar^2}=\frac{mP}{2\beta\hbar^2},
\end{equation}
so the weight is $e^{-\beta_PU}$, as stated.

\subsection*{(b) The frequencies}

The coordinate $x_j$ occurs in two springs, those to beads $j+1$ and $j-1$. Newton's equation $m\ddot x_j=-\partial U/\partial x_j$ therefore reads
\begin{equation}
\ddot x_j=-\omega_P^2\,(2x_j-x_{j+1}-x_{j-1}).
\label{eq:newton}
\end{equation}
For $P=2$ both neighbours are the same bead, joined by two springs, and the equation still holds.

Insert $x_j=e^{ij\theta}e^{-i\omega t}$. Closure, $x_{j+P}=x_j$, requires $\theta=2\pi k/P$ with integer $k$. Dividing by the common factor $-x_j$ gives
\begin{equation}
\omega_k^2=\omega_P^2\,(2-e^{i\theta}-e^{-i\theta})=2\omega_P^2(1-\cos\theta)=4\omega_P^2\sin^2\frac{\theta}{2}.
\end{equation}
For $k=0,\dots,P-1$ the sine is not negative, so the non-negative root is
\begin{equation}
\boxed{\;\omega_k=2\omega_P\sin\frac{k\pi}{P},\qquad k=0,1,\dots,P-1.\;}
\label{eq:freq}
\end{equation}
These are all the modes. The vectors $u_k$ with components $e^{2\pi ijk/P}/\sqrt P$ are orthonormal, because for $k\ne l$ the geometric series $\sum_j e^{2\pi ij(l-k)/P}$ vanishes, and $P$ orthonormal vectors span the space of $P$ bead positions.

The mode $k=0$ moves the whole ring rigidly and stretches no spring, hence $\omega_0=0$. Modes $k$ and $P-k$ have equal frequencies and complex conjugate vectors. The combinations $(u_k+u_{P-k})/\sqrt2$ and $(u_k-u_{P-k})/(i\sqrt2)$ are real and again orthonormal, with components $\sqrt{2/P}\cos(2\pi jk/P)$ and $\sqrt{2/P}\sin(2\pi jk/P)$. For even $P$, the mode $k=P/2$ has no partner and is already real: neighbouring beads move oppositely, with the highest frequency $2\omega_P$.

\subsection*{(c) The gyration radius}

\paragraph{Separation into modes.} Let $v_{jk}$ be the components of the real orthonormal modes and $q_k=\sum_jv_{jk}x_j$ the amplitudes. Since $U$ is quadratic, $U=\frac12\sum_jx_j\,\partial U/\partial x_j$. The modes are eigenvectors of the force matrix with eigenvalues $m\omega_k^2$, so
\begin{equation}
U=\frac m2\sum_{k=1}^{P-1}\omega_k^2q_k^2 .
\end{equation}
An orthogonal transformation preserves the sum of squares, $\sum_jx_j^2=\sum_kq_k^2$. The rigid mode has $v_{j0}=1/\sqrt P$, so $q_0=\sqrt P\,\bar x$. Hence
\begin{equation}
PR^2=\sum_j(x_j-\bar x)^2=\sum_jx_j^2-P\bar x^2=\sum_{k=1}^{P-1}q_k^2 .
\end{equation}

\paragraph{Thermal averages.} The weight does not depend on $q_0$, so on an infinite line it cannot be normalized: a free particle may be anywhere. Restrict the centroid to a segment of finite length. The integral over $q_0$ is then a finite factor that cancels in $\langle R^2\rangle$, since $R^2$ does not contain $q_0$. Each other amplitude has the weight $e^{-aq_k^2/2}$ with $a=\beta_Pm\omega_k^2$, whose variance is $1/a$. Therefore
\begin{align}
\langle R^2\rangle&=\frac1P\sum_{k=1}^{P-1}\frac{1}{\beta_Pm\omega_k^2}
=\frac1P\cdot\frac P\beta\cdot\frac1{m\omega_P^2}\sum_{k=1}^{P-1}\frac1{4\sin^2(k\pi/P)}\notag\\
&=\frac{\beta\hbar^2}{mP^2}\,S,\qquad S=\sum_{k=1}^{P-1}\frac{1}{4\sin^2(k\pi/P)},
\label{eq:RS}
\end{align}
where the last step uses $1/\omega_P^2=\beta^2\hbar^2/P^2$.

\paragraph{The sum.} Let $z_k=e^{2\pi ik/P}$ and $w_k=1/(1-z_k)$ for $k=1,\dots,P-1$. Since $|1-z_k|^2=2-2\cos(2\pi k/P)=4\sin^2(k\pi/P)$, we have $S=\sum_k|w_k|^2$.

Solving for $z_k$ gives $z_k=(w_k-1)/w_k$, and $z_k^P=1$ becomes $w_k^P-(w_k-1)^P=0$. By the binomial theorem,
\begin{equation}
w^P-(w-1)^P=Pw^{P-1}-\frac{P(P-1)}2w^{P-2}+\frac{P(P-1)(P-2)}6w^{P-3}-\cdots
\end{equation}
This polynomial has degree $P-1$, and the $P-1$ distinct numbers $w_k$ are all its roots. It therefore equals $P\prod_k(w-w_k)$. Comparing coefficients,
\begin{equation}
\sum_kw_k=\frac{P-1}2,\qquad \sum_{k<l}w_kw_l=\frac{(P-1)(P-2)}6 .
\end{equation}
For $P=2$ there is one root, and the second sum is empty and equal to zero, as the formula says. The sum of squares is
\begin{align}
\sum_kw_k^2&=\Big(\sum_kw_k\Big)^2-2\sum_{k<l}w_kw_l
=\frac{(P-1)^2}4-\frac{(P-1)(P-2)}3\notag\\
&=\frac{(P-1)\,[3(P-1)-4(P-2)]}{12}=\frac{(P-1)(5-P)}{12}.
\end{align}
Because $z_k^*=1/z_k$, the conjugate root is $w_k^*=1/(1-1/z_k)=-z_k/(1-z_k)=1-w_k$. Thus $|w_k|^2=w_k(1-w_k)$ and
\begin{equation}
S=\sum_kw_k-\sum_kw_k^2=\frac{(P-1)\,[6-(5-P)]}{12}=\frac{(P-1)(P+1)}{12}=\frac{P^2-1}{12}.
\end{equation}
Substitution into Eq.~\eqref{eq:RS} gives
\begin{equation}
\boxed{\;\langle R^2\rangle=\frac{\beta\hbar^2}{12m}\left(1-\frac1{P^2}\right).\;}
\label{eq:result}
\end{equation}

\paragraph{What the result says.} The ring shrinks for heavy particles and high temperatures, where the classical picture of a point particle returns. For $P=1$ the formula gives zero, as it must for a single bead. For $P\to\infty$ it tends to $\beta\hbar^2/(12m)$, the value for the continuous path.

The factor $1-1/P^2$ does not come from an error in the bead distribution, since part (a) made no approximation. In a ring of $2P$ beads, integrate over every second bead. Completeness of the position states gives
\begin{equation}
\int dy\,\rho(x,y;\tau/2)\,\rho(y,x';\tau/2)=\rho(x,x';\tau),
\label{eq:comp}
\end{equation}
so the remaining beads are distributed as in a ring of $P$ beads. More beads leave the statistics of the old ones unchanged. The factor arises because $R^2$ is evaluated from $P$ points of the path.

With a potential $V(x)$ both statements change. The factor $e^{-\tau H}$ is then usually approximated by separating kinetic and potential parts, which introduces a genuine error at finite $P$. The ring also feels the potential: the weight acquires $e^{-\beta_P\sum_jV(x_j)}$, and for a harmonic well $V=\frac12m\Omega^2x^2$ this replaces $\omega_k^2$ by $\omega_k^2+\Omega^2$ in every mode. Each $\langle q_k^2\rangle$ with $k\ge1$ decreases, so a particle in a harmonic well has a more compact ring; the argument does not carry over to potentials with regions of negative curvature. The result also assumes a single particle; exchange of identical particles can join several rings into one.

\subsection*{(d) A free proton at 300 K}

Here $1/(\beta\hbar)=39.276$~rad/ps, so $\omega_P=8\times39.276=314.2$~rad/ps. The length scale is $\beta\hbar^2/m=1605.3$~pm$^2$. By Eq.~\eqref{eq:RS}, mode $k$ contributes $1605.3/[64\times4\sin^2(k\pi/8)]$~pm$^2$ to $\langle R^2\rangle$. For $k=1$,
\begin{equation}
\omega_1=2\times314.2\times0.3827=240.5\ \text{rad/ps},\qquad
\frac{1605.3}{256\times0.3827^2}=42.8\ \text{pm}^2 .
\end{equation}
The other modes follow in the same way:
\begin{center}
\begin{tabular}{cccc}
$k$ & $\sin(k\pi/8)$ & $\omega_k$ (rad/ps) & each mode (pm$^2$)\\
1, 7 & 0.3827 & 240.5 & 42.82\\
2, 6 & 0.7071 & 444.4 & 12.54\\
3, 5 & 0.9239 & 580.6 & 7.35\\
4 & 1.0000 & 628.4 & 6.27
\end{tabular}
\end{center}
The sum is $2(42.82+12.54+7.35)+6.27=131.7$~pm$^2$. The closed form agrees: $(1605.3/12)(1-1/64)=133.77\times0.9844=131.7$~pm$^2$. The slowest pair supplies $65\,\%$ of this, because the contributions scale as $1/\omega_k^2$.

The root-mean-square radius in one dimension is $\sqrt{131.7}=11.5$~pm, or $0.115$~\AA. In three dimensions the kinetic energy is a sum over directions, the weight factorizes, and the squared radii add. The radius is then $\sqrt{3\times131.7}=19.9$~pm, or $0.199$~\AA.

Relative to the limit $133.8$~pm$^2$, the deficit of $\langle R^2\rangle$ is $1/P^2$:
\begin{center}
\begin{tabular}{ccc}
$P$ & $\langle R^2\rangle$ (pm$^2$) & deficit (\%)\\
2 & 100.3 & 25.0\\
4 & 125.4 & 6.25\\
8 & 131.7 & 1.56\\
16 & 133.3 & 0.39\\
32 & 133.6 & 0.10
\end{tabular}
\end{center}
A deficit below $0.5\,\%$ requires $P^2>200$. Since $14^2=196$ and $15^2=225$, the smallest number of beads is $15$. This count applies to the free particle; with a potential, the error of the separation must be examined as well, and a stiff well needs far more beads. Using the shifted frequencies $\omega_k^2+\Omega^2$ at $300$~K, the same $0.5\,\%$ criterion requires $21$ beads for a harmonic well of $500$~cm$^{-1}$ and $92$ beads for one of $3600$~cm$^{-1}$.

The numerical check checks the frequencies by diagonalizing the spring matrix and the radius by inverting it with one bead pinned.

\section{Two variations}

\subsection*{Variation 1: the radius without normal modes}

\emph{Find the mean squared distance between two beads, and from it $\langle R^2\rangle$.}

Let the beads $i\neq j$ be $n=|i-j|$ links apart, and set $s=n/P$ and $d=x_i-x_j$. They are joined by two chains, of $n$ and $P-n$ links. Integrating out the beads between them by repeated use of the composition rule, Eq.~\eqref{eq:comp} with general imaginary times, leaves $\rho(x_i,x_j;s\beta)\,\rho(x_j,x_i;(1-s)\beta)$. By Eq.~\eqref{eq:rho} the weight of $d$ is
\begin{equation}
\exp\!\left[-\frac{md^2}{2\beta\hbar^2}\Big(\frac1s+\frac1{1-s}\Big)\right]
=\exp\!\left[-\frac{md^2}{2\beta\hbar^2s(1-s)}\right],
\end{equation}
so that $\langle d^2\rangle=(\beta\hbar^2/m)\,s(1-s)$. This also holds for $i=j$, where both sides vanish. The distance is largest for beads on opposite sides of the ring.

Expanding the square gives
\begin{equation}
\sum_{i,j}(x_i-x_j)^2=2P\sum_jx_j^2-2P^2\bar x^2=2P^2R^2 .
\end{equation}
Since $s(1-s)$ is unchanged when $n$ is replaced by $P-n$, every bead $i$ contributes the same sum over $n=0,\dots,P-1$:
\begin{equation}
\sum_{n=0}^{P-1}\Big(\frac nP-\frac{n^2}{P^2}\Big)=\frac{P-1}2-\frac{(P-1)(2P-1)}{6P}=\frac{(P-1)(P+1)}{6P}.
\end{equation}
Therefore
\begin{equation}
\langle R^2\rangle=\frac1{2P^2}\cdot P\cdot\frac{\beta\hbar^2}m\cdot\frac{P^2-1}{6P}=\frac{\beta\hbar^2}{12m}\Big(1-\frac1{P^2}\Big),
\end{equation}
in agreement with Eq.~\eqref{eq:result}.

\subsection*{Variation 2: another convention and other bead masses}

\emph{Some programs sample the ring at the physical temperature, with weight $e^{-\beta\tilde U}$ and $\tilde\omega_P=\sqrt P/(\beta\hbar)$ in place of $\omega_P$. Others give the beads a mass $\mu\neq m$ in the equations of motion but leave the springs unchanged. What happens to the frequencies and to $\langle R^2\rangle$?}

In the first case the prefactor in the exponent is
\begin{equation}
\beta\cdot\frac m2\cdot\frac{P}{\beta^2\hbar^2}=\frac{mP}{2\beta\hbar^2},
\end{equation}
the same as before, so $\langle R^2\rangle$ is unchanged. The equations of motion keep their form, and the frequencies become $2\tilde\omega_P\sin(k\pi/P)$, smaller than those of Eq.~\eqref{eq:freq} by the factor $\sqrt P$.

In the second case Eq.~\eqref{eq:newton} becomes $\mu\ddot x_j=-m\omega_P^2(2x_j-x_{j+1}-x_{j-1})$, and every frequency is multiplied by $\sqrt{m/\mu}$. The classical momenta enter the weight through a separate Gaussian factor that does not involve the positions, so $\langle R^2\rangle$ is again unchanged. The frequencies belong to the dynamics chosen for sampling and help to set its time step; the radius belongs to the quantum statistics of the particle.

\section*{Computed values}
\begin{verbatim}
proton mass = 1.672622e-27 kg
temperature T = 300 K, beads P = 8
sampling temperature P*T = 2400 K
1/(beta hbar) = 39.276 rad/ps
omega_P = 314.21 rad/ps
beta hbar^2/m = 1605.28 pm^2
mode k, sin(k pi/P), omega_k (rad/ps), part of <R^2> (pm^2)
  0  0.00000  0.00  none (centroid)
  1  0.38268  240.49  42.818
  2  0.70711  444.36  12.541
  3  0.92388  580.58  7.346
  4  1.00000  628.42  6.271
  5  0.92388  580.58  7.346
  6  0.70711  444.36  12.541
  7  0.38268  240.49  42.818
share of modes 1 and 7 in <R^2> = 65.03 %
<R^2> per dimension, from covariance = 131.683 pm^2
<R^2> per dimension, from formula = 131.683 pm^2
rms radius, one dimension = 11.475 pm = 0.11475 angstrom
rms radius, three dimensions = 19.876 pm = 0.19876 angstrom
continuous-path limit of <R^2> = 133.773 pm^2
continuous-path rms radius, 1D = 11.566 pm
P, <R^2> from covariance (pm^2), deficit from limit (%)
  2  100.330  25.0000
  4  125.412  6.2500
  8  131.683  1.5625
  16  133.251  0.3906
  32  133.642  0.0977
smallest P with deficit below 0.5 % = 15
\end{verbatim}
